# Hiding a hollow dielectric sphere from a uniform field

## Problem

A hollow sphere has outer radius $b$ and a concentric air core of radius $a$. The relative permittivity is $k_c=1$ in the core, $k_s=4$ in the shell and $k_m=2.8$ in the surrounding matrix. Far away the electric field is static and uniform, of strength $E_0$ along $z$. All media are linear, isotropic and lossless, the interfaces are sharp, and there is no free charge. The core occupies the fraction $f=(a/b)^3$ of the whole sphere's volume.

1. Find every $f$ for which the field outside the sphere is the undisturbed uniform field. Give the condition for general permittivities too.
2. For that sphere, find the field in the core and the shell. Explain why mixing the permittivities in proportion to volume gives the wrong fraction.
3. Does the sphere stay hidden in a field with a gradient?
4. Take $b=10$ nm and $E_0=1$ MV/cm, as for a hollow silica particle in an organosilicate insulating film. Find the dimensions and local fields, and estimate how strongly imperfections reveal the particle.

## Solution

### 1. The core fraction

**Form of the potential.** With $\mathbf E=-\nabla\phi$ and no free charge, $\nabla\cdot(k\nabla\phi)=0$, so $\phi$ obeys Laplace's equation inside each medium. The applied potential is $-E_0r\cos\theta$. Spherical interfaces do not mix different angular orders, so a solution proportional to $\cos\theta$ can meet all the conditions. For $\phi=R(r)\cos\theta$, Laplace's equation becomes
$$\frac{d}{dr}\left(r^2\frac{dR}{dr}\right)=2R .$$
The trial form $R=r^p$ gives $p(p+1)=2$, hence $p=1$ or $p=-2$. The core must exclude $r^{-2}$, which diverges at the centre. Therefore
$$\phi=\begin{cases}-Cr\cos\theta, & r<a,\\ -(Ar+B/r^2)\cos\theta, & a<r<b,\\ -E_0(r-\beta b^3/r^2)\cos\theta, & r>b.\end{cases}$$

This is the only solution. The difference $\psi$ of two solutions would have no source and would fall off at least as fast as a dipole potential. Then $\int k|\nabla\psi|^2dV$ equals a surface term at infinity, which vanishes. Since $k>0$, $\psi$ is constant, and its decay makes it zero.

The number $\beta$ measures the disturbance outside. A positive $\beta$ is a dipole along the field, and the sphere is hidden when $\beta=0$.

**Matching at the core.** The potential and the normal displacement, proportional to $k\,\partial\phi/\partial r$, are continuous at $r=a$:
$$C=A+\frac{B}{a^3},\qquad k_cC=k_s\left(A-\frac{2B}{a^3}\right).$$
Substituting the first equation into the second and collecting terms gives
$$(k_c+2k_s)\frac{B}{a^3}=(k_s-k_c)A .$$
Define $D=k_c+2k_s$ and $\Delta=k_s-k_c$. Then $B/a^3=A\Delta/D$, and since $a^3=fb^3$,
$$\frac{B}{b^3}=\frac{f\Delta}{D}A .$$

**The equivalent sphere.** The outside region sees only the ratio of $k\,r\,\partial\phi/\partial r$ to $\phi$ at $r=b$. For a homogeneous sphere, where $\phi\propto r$, this ratio is its permittivity. For the hollow sphere it is
$$k_{\rm eff}=k_s\frac{A-2B/b^3}{A+B/b^3}=k_s\frac{D-2f\Delta}{D+f\Delta}.$$
Matching to the outside potential gives
$$k_m\frac{1+2\beta}{1-\beta}=k_{\rm eff}.$$
Multiplying out, $k_m+2k_m\beta=k_{\rm eff}-k_{\rm eff}\beta$, so
$$\beta=\frac{k_{\rm eff}-k_m}{k_{\rm eff}+2k_m}.$$
The sphere is therefore hidden if and only if $k_{\rm eff}=k_m$.

**Solving for $f$.** The condition $k_m(D+f\Delta)=k_s(D-2f\Delta)$ rearranges to $f\Delta(2k_s+k_m)=D(k_s-k_m)$, or
$$f=\frac{(k_s-k_m)(k_c+2k_s)}{(k_s-k_c)(2k_s+k_m)}.$$
It is linear in $f$, so there is one root. For the given values,
$$f=\frac{1.2\times9}{3\times10.8}=\frac13 .$$

**When a solution exists.** Subtracting the general result from one gives
$$1-f=\frac{3k_s(k_m-k_c)}{(k_s-k_c)(2k_s+k_m)}.$$
For $k_s>k_c$, the two conditions $f>0$ and $1-f>0$ require $k_c<k_m<k_s$. The matrix must lie between the two constituents. As $k_m$ approaches $k_s$ the core shrinks to nothing, and as $k_m$ approaches $k_c$ the shell does.

A second limit is a shell of very high permittivity. Then $1-f\simeq3(k_m-k_c)/(2k_s)$. A thin wall of thickness $t$ has $1-f\simeq3t/b$, so the hidden sphere needs
$$\frac{t}{b}\simeq\frac{k_m-k_c}{2k_s}.$$
A more polarizable shell must be thinner in inverse proportion to its permittivity.

### 2. Fields inside, and the failure of linear mixing

With $\beta=0$, matching at $r=b$ gives
$$A+\frac{B}{b^3}=E_0,\qquad A-\frac{2B}{b^3}=\frac{k_m}{k_s}E_0=0.7E_0 .$$
Subtraction gives $3B/b^3=0.3E_0$. Thus $B/b^3=0.1E_0$ and $A=0.9E_0$. Dividing by $f=1/3$ gives $B/a^3=0.3E_0$, so the core field is
$$C=0.9E_0+0.3E_0=1.2E_0 .$$
It is uniform and parallel to the applied field.

The shell field follows by differentiating the potential:
$$E_r=\left(A-\frac{2B}{r^3}\right)\cos\theta,\qquad E_\theta=-\left(A+\frac{B}{r^3}\right)\sin\theta .$$
From the inner to the outer surface, the radial coefficient rises from $0.3E_0$ to $0.7E_0$, while the tangential one falls from $1.2E_0$ to $1.0E_0$. The shell field is therefore weakest, $0.3E_0$, at the poles of the inner surface and strongest, $1.2E_0$, on its equator. Hidden from outside does not mean undisturbed within.

**Volume averages.** The $z$ component in the shell is
$$E_z=E_r\cos\theta-E_\theta\sin\theta=A+\frac{B}{r^3}(1-3\cos^2\theta).$$
The average of $\cos^2\theta$ over a spherical surface is $1/3$, so the second term averages to zero. The mean shell field is $A=0.9E_0$. Over the whole sphere,
$$\frac{\langle E_z\rangle}{E_0}=\frac13(1.2)+\frac23(0.9)=1,$$
$$\frac{\langle kE_z\rangle}{E_0}=\frac13(1)(1.2)+\frac23(4)(0.9)=2.8 .$$
The low field in the shell and the high field in the core balance, and the sphere has the same mean displacement as the matrix it replaces.

Linear mixing instead sets $f+4(1-f)=2.8$, which gives $f=0.4$. That assumes equal mean fields in core and shell, whereas here they are $1.2E_0$ and $0.9E_0$. For the given permittivities $D=9$ and $\Delta=3$, so
$$k_{\rm eff}=4\,\frac{3-2f}{3+f}.$$
At $f=0.4$ this is $2.588$, not $2.8$, and $\beta=-0.026$.

**Stored energy.** Because $\nabla\cdot\mathbf D=0$ for the displacement $\mathbf D$, the integral of $\mathbf D\cdot\mathbf E$ over the sphere equals $-\oint\phi D_n\,dS$ over its outer surface. Both $\phi$ and the normal component $D_n$ have their undisturbed values there. The hollow sphere thus stores the same energy as the matrix it displaces.

**Many spheres.** Suppose several such spheres lie between large parallel plates, without overlapping one another or being cut by the plates. Put the uniform field outside all of them and the solution above inside each. Every interface condition is met, so by uniqueness this is the field. The plate charge at fixed voltage is unchanged, and the film keeps $k=2.8$ although it now contains air.

If the purpose is to lower the film's permittivity, a dilute set of spheres must have $\beta<0$, so that their dipoles oppose the field. With these materials that means $f>1/3$, because $k_{\rm eff}$ falls as $f$ grows. At $f=0.6$, for example, $k_{\rm eff}=2.0$.

### 3. A field with a gradient

Add an axial gradient $G$, so that on the axis $E_z=E_0+Gz$. The added potential is $-\tfrac12Gr^2P_2(\cos\theta)$, with $P_2(x)=(3x^2-1)/2$. The radial solutions of this order are $r^2$ and $r^{-3}$.

In the shell, let the radial part be proportional to $r^2+ua^5/r^3$. Continuity of the ratio $k\,r\,\phi'/\phi$ at $r=a$ gives
$$2k_c=k_s\frac{2-3u}{1+u}.$$
For the given values this is $2+2u=8-12u$, so $u=3/7$. At the outer surface the coefficient is reduced by $(a/b)^5=f^{5/3}=0.160$, to $v=0.0687$. A homogeneous sphere of permittivity $k_2$ would have the ratio $2k_2$, hence
$$k_2=\frac{k_s}{2}\,\frac{2-3v}{1+v}=3.36 .$$
This differs from $2.8$ mainly because the core's influence now falls as the fifth power of $a/b$ instead of the third: with $v=uf=1/7$ the same formula would give $2.75$. The outside sees more of the shell and less of the air.

Outside, write the radial part as proportional to $r^2+\tau b^5/r^3$. Matching gives $k_m(2-3\tau)=2k_2(1+\tau)$, so
$$\tau=\frac{2(k_m-k_2)}{2k_2+3k_m}=-0.074 .$$
The scattered potential is $-\tfrac12G\tau b^5r^{-3}P_2$. Its radial field at the outer pole, where $P_2=1$, is $-\tfrac32\tau Gb=0.11\,Gb$. The sphere designed for a uniform field is therefore visible in a gradient.

### 4. A particle in an insulating film

**Dimensions and fields.** For $b=10$ nm,
$$a=10\,(1/3)^{1/3}=6.93\ \text{nm},$$
and the wall is $3.07$ nm thick. At $1$ MV/cm, the core field and the largest shell field are both $1.2$ MV/cm, or $0.12$ V/nm. The voltage across the core diameter is $0.12\times2\times6.93=1.66$ V.

**Geometry and shell permittivity.** If the core radius is $0.1$ nm too large at fixed $b$, then $f=(0.7034)^3=0.348$. The formula gives $k_{\rm eff}=2.753$ and $\beta=-0.0057$. If instead the shell permittivity rises by 1%, with $f$, $k_c$ and $k_m$ held fixed, then $k_{\rm eff}=2.823$ and $\beta=0.0028$. The radial field just outside the pole changes by $2\beta E_0$, which is about 1% of $E_0$ or less in both cases.

**Moisture.** Suppose a continuous water film $0.3$ nm thick, about one molecular layer, coats the inner wall. Its permittivity is uncertain, so take two trial values.

- With $k=4$ the film merely thickens the shell. The core fraction becomes $(0.6634)^3=0.292$, giving $k_{\rm eff}=2.94$ and $\beta=0.016$.
- With the rough bulk value $k=80$, apply the equivalent-sphere formula twice. The air fills a fraction $(6.634/6.934)^3=0.876$ of the region inside the wall. Air and film together then act as a core of permittivity $7.87$, and adding the shell gives $k_{\rm eff}=5.06$ and $\beta=0.21$. The field at the outer pole changes by $0.42E_0$.

Both values treat the film as an insulator. Water also conducts, and in a field held long enough, ions move along a continuous film and screen the core. If the screening were complete, core and film would act as a conductor that fills $f=1/3$ of the sphere. Letting $k_c\to\infty$ in the equivalent-sphere formula gives
$$k_{\rm eff}=k_s\frac{1+2f}{1-f}=10,$$
and $\beta=0.46$. This is an upper bound. The screening charge on one hemisphere is $3\varepsilon_0k_sA\,\pi a^2$ with $A=E_0(1-\beta)/(1-f)=0.81E_0$, about eight elementary charges. A film of some $6000$ molecules of pure water holds on average only about $10^{-5}$ ions. With the ions in thermal equilibrium in the film, pure water screens only partly and gives $k_{\rm eff}$ of about $5$ to $5.5$. An ion concentration near $0.1$ mol/L is needed to reach about $9.5$.

**Field gradient.** Near a wire the field varies over a length comparable with the distance from it. Taking $G=E_0/L$ with $L=50$ nm, the result of part 3 gives an extra polar field of $0.11\times(10/50)E_0=0.022E_0$. The axial gradient serves here to estimate the size, since the field of a wire has a different angular form.

**Frequency range.** At $100$ GHz the ratio that governs retardation, $2\pi\nu\sqrt{k_m}\,b/c$, is $3.5\times10^{-5}$, so the static treatment is adequate if the permittivities keep their stated values. At the slow end, a rough resistivity of $10^{15}$ ohm cm for dry material gives a charge relaxation time $\varepsilon_0k_m\rho\approx250$ s. Under a voltage held much longer than this, conductivities determine the field, and matching the permittivities no longer hides the sphere. This time assumes that shell and matrix have similar resistivities. A shell a hundred times more conducting than the matrix shows up within seconds.

**Electrical strength.** A rough breakdown field for silica is $10$ MV/cm, about eight times the largest shell field of the dry particle. With a fully screened core the shell field would reach $2.4$ MV/cm and the matrix field at the outer pole $1.9$ MV/cm. The organosilicate matrix generally breaks down at a lower field than silica, so its margin is smaller. An electron crossing the core gains at most $1.66$ eV, well below a rough gas ionization energy of $12$ eV. If it enters with little kinetic energy, it therefore cannot ionize a ground-state molecule in one crossing.

For tunnelling into the core, take an electron at the shell's conduction-band edge and a rough affinity $\chi=0.9$ eV. The triangular barrier is $0.9/0.12=7.5$ nm long and fits within the core. With $F=0.12$ V/nm and the free-electron mass $m$, the semiclassical transmission factor is
$$\exp\left[-\frac{4\sqrt{2m}\,\chi^{3/2}}{3\hbar eF}\right]\approx e^{-49}\sim10^{-21},$$
for the bare triangular barrier. The image force lowers the barrier by about $0.3$ eV and raises this factor to about $e^{-40}\sim10^{-18}$. At room temperature, thermally assisted escape near the top of the barrier, with a factor of order $10^{-9}$, outweighs tunnelling from the band edge. All these factors are small, and the shell holds very few conduction electrons.

**Relation to real films.** Permittivities near $4$ for dense silica and $2.8$ for an organosilicate film are rough typical values. The radius of $10$ nm is a choice made to suit a thin film, and many hollow silica particles are larger. The required ratio $a/b=0.693$ does not depend on size within this continuum model. Real walls can be porous, which lowers $k_s$ and calls for a smaller core. If $k_s$ falls to $2.8$ or below, no hollow particle with an air core can be hidden in this matrix. Real particles also vary in wall thickness. Among the imperfections estimated here, a wet inner wall can have the largest effect: it could move $k_{\rm eff}$ from $2.8$ to about $5$ if the film were an insulator with the permittivity of bulk water, and towards an upper bound of $10$ if it held enough mobile ions to screen the core. The fraction $1/3$ is thus a design value for dry, dense-walled particles in a nearly uniform field.

Numerical values quoted here were computed with a short program.
